# Argon's s-Wave Phase-Shift Zero from Scattering Length and Polarizability: verification in Python

```python
"""Low-energy s-wave phase-shift zero for electrons on argon.

Result under test: tan(eta0)/k = -A - pi*beta^2*k/3
                              -(4/3)*A*beta^2*k^2*ln(k*beta) + O(k^2),
whose two leading terms vanish at k0 = -3*A/(pi*beta^2) when A < 0.
A is the scattering length, k the wave number, eta0 the s-wave phase.
The polarization tail is -beta^2/(2*r^4) in hartree with r in bohr.
Internal calculations use atomic units; the main energy is also computed in SI.
Hard-core solutions test the expansion. A local-exchange argon model and
a hard core with the same A and polarizability show the neglected effects.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf
from pyscf.dft import numint

bohr = sc.physical_constants["Bohr radius"][0]
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]
A = -1.46
alpha = 11.1
beta = np.sqrt(alpha)
nm = bohr * 1e9
area_unit = bohr**2 / 1e-20


def energy(k):
    return 0.5 * k**2 * hartree_eV


def wrap(phase):
    return (phase + np.pi / 2) % np.pi - np.pi / 2


# SI calculation, with every constant retained.
four_pi_eps = 4 * np.pi * sc.epsilon_0
alpha_SI = alpha * four_pi_eps * bohr**3
beta2_SI = sc.m_e * sc.e**2 * alpha_SI / (sc.hbar * four_pi_eps)**2
k0_SI = -3 * A * bohr / (np.pi * beta2_SI)
E0 = sc.hbar**2 * k0_SI**2 / (2 * sc.m_e * sc.e)
k0 = k0_SI * bohr
assert abs(E0 / energy(k0) - 1) < 1e-7

# Integral responsible for the linear term; series near zero, tail at infinity.
near = 0.1 / 3 - 2 * 0.1**3 / 135 + 0.1**5 / 1575
middle = quad(lambda x: (x*x - np.sin(x)**2) / x**4, 0.1, 50,
              limit=300, epsabs=1e-10)[0]
integral = near + middle + 1 / 50 - 1 / (6 * 50**3)
assert abs(integral - np.pi / 3) < 1e-6


# Hard core at R plus the pure polarization tail.
def core_radius(length):
    return beta / np.arctan2(beta, length)


def core_phase(k, length):
    R, end = core_radius(length), 40 / k
    sol = solve_ivp(lambda r, y: [y[1], -(k*k + alpha/r**4)*y[0]],
                    (R, end), [0.0, 1.0], method="DOP853",
                    rtol=1e-12, atol=1e-12)
    assert sol.success
    u, du = sol.y[:, -1]
    phase = np.arctan2(k*u, du) - k*end + alpha/(6*k*end**3)
    return wrap(phase)


def core_t(k, length):
    return np.tan(core_phase(k, length)) / k


# Linear coefficient: zero scattering length removes the logarithm.
g1, g2 = [core_t(k, 0.0) / k for k in (0.002, 0.004)]
linear_number = 2*g1 - g2
assert abs(linear_number / (-np.pi*alpha/3) - 1) < 0.003

# Logarithmic coefficient from slopes, with the next odd term extrapolated away.
ks = np.array([0.002, 0.004, 0.008])
F = np.array([(core_t(k, A) + A + np.pi*alpha*k/3)/k**2 for k in ks])
slopes = np.diff(F) / np.log(2)
log_number = 2*slopes[0] - slopes[1]
log_formula = -4*A*alpha/3
assert abs(log_number / log_formula - 1) < 0.04

# First-order phase equation against the second-order radial equation.
k_test, R_test = 0.1, core_radius(A)
end_test = 40 / k_test
phase_eq = solve_ivp(
    lambda r, t: alpha/r**4*(np.sin(k_test*r)/k_test
                             + t*np.cos(k_test*r))**2,
    (R_test, end_test), [-np.tan(k_test*R_test)/k_test],
    method="DOP853", rtol=1e-10, atol=1e-11)
t_phase = phase_eq.y[0, -1] + alpha/(6*k_test**2*end_test**3)
assert phase_eq.success and abs(t_phase - core_t(k_test, A)) < 2e-5

# The estimated root must become exact as the scattering length tends to zero.
root_errors = []
for length in (-0.04, -0.02):
    guess = -3*length/(np.pi*alpha)
    root = brentq(lambda k: core_phase(k, length), 0.5*guess, 2*guess,
                  xtol=1e-8)
    root_errors.append(abs(root/guess - 1))
assert root_errors[1] < 0.05 and root_errors[1] < 0.7*root_errors[0]


def first_zero(phase_function, wave_numbers):
    old_k = wave_numbers[0]
    old_phase = phase_function(old_k)
    for new_k in wave_numbers[1:]:
        new_phase = phase_function(new_k)
        if old_phase > 0 > new_phase and old_phase - new_phase < 1:
            return brentq(phase_function, old_k, new_k, xtol=1e-7)
        old_k, old_phase = new_k, new_phase
    raise AssertionError("no phase-shift zero in the scan")


k_core = first_zero(lambda k: core_phase(k, A), np.arange(0.05, 1.06, 0.05))


# Roots after retaining only the logarithm, for two choices of its length scale.
def log_root(scale):
    return brentq(lambda k: -A - np.pi*alpha*k/3
                  + log_formula*k*k*np.log(k*scale), 0.01, k0)


k_log_bohr, k_log_beta = log_root(1.0), log_root(beta)

# Argon density and static potential on a logarithmic radial grid.
mol = gto.M(atom="Ar 0 0 0", basis="aug-cc-pvtz", verbose=0)
mf = scf.RHF(mol).run(conv_tol=1e-10)
assert mf.converged
ionization = -mf.mo_energy[mol.nelectron//2 - 1]
h = 0.002
r = np.exp(np.arange(np.log(1e-4), np.log(6100), h))
coords = np.column_stack((np.zeros_like(r), np.zeros_like(r), r))
rho = numint.eval_rho(mol, numint.eval_ao(mol, coords), mf.make_rdm1())
rho = np.maximum(rho, 0)
shell = 4*np.pi*r**2*rho


def outside(values):
    return h*(np.cumsum(values[::-1])[::-1] - 0.5*values)


electrons_outside = outside(shell*r)
assert abs(electrons_outside[0] - mol.nelectron) < 1e-3
static = -electrons_outside/r + outside(shell)
fermi = (3*np.pi**2*rho)**(1/3)


def potential(k, cutoff):
    x = fermi/np.sqrt(fermi**2 + 2*ionization + k*k)
    xs = np.maximum(x, 0.05)
    full = 0.5 + 0.25*(xs - 1/xs)*np.log((1+xs)/(1-xs))
    factor = np.where(x < 0.05, x*x/3 + x**4/15, full)
    exchange = -2*fermi*factor/np.pi
    damping = -np.expm1(-np.minimum((r/cutoff)**6, 700))
    return static + exchange - alpha*damping/(2*r**4)


def radial(k, l, cutoff, last):
    rr = r[:last+1]
    g = (l+0.5)**2 + 2*rr**2*potential(k, cutoff)[:last+1] - (k*rr)**2
    d = 1 - h*h*g/12
    start = rr[:2]**(l+0.5)*(1 - 18*rr[:2]/(l+1))
    start = start/start[0]
    y = [float(start[0]), float(start[1])]
    w0, w1 = y[0]*float(d[0]), y[1]*float(d[1])
    gl, dl = (h*h*g).tolist(), d.tolist()
    for i in range(1, last):
        w2 = 2*w1 - w0 + gl[i]*y[i]
        y.append(w2/dl[i+1])
        w0, w1 = w1, w2
    return np.array(y)*np.sqrt(rr)


def atom_length(cutoff):
    i, j = np.searchsorted(r, [20, 40])
    u = radial(0.0, 0, cutoff, j)
    ri, rj = r[i], r[j]
    fi, fj = ri*np.cos(beta/ri), rj*np.cos(beta/rj)
    gi, gj = -ri*np.sin(beta/ri)/beta, -rj*np.sin(beta/rj)/beta
    return (fj*u[i] - fi*u[j])/(gi*u[j] - gj*u[i])


# Follow increasing attraction to the required scattering length.
cutoff = None
old_c, old_A = 8.0, atom_length(8.0)
for new_c in np.arange(7.9, 0.79, -0.1):
    new_A = atom_length(new_c)
    if old_A > A >= new_A:
        cutoff = brentq(lambda c: atom_length(c)-A, new_c, old_c, xtol=1e-9)
        break
    old_c, old_A = new_c, new_A
assert cutoff is not None
assert abs(atom_length(cutoff) - A) < 1e-5


def atom_phase(k, l=0):
    i, j = np.searchsorted(r, [28.5/k, 30/k])
    u = radial(k, l, cutoff, j)

    def free(x):
        if l == 0:
            return np.sin(x), np.cos(x)
        return np.sin(x)/x - np.cos(x), np.cos(x)/x + np.sin(x)

    si, ci = free(k*r[i])
    sj, cj = free(k*r[j])
    tangent = (u[j]*si - u[i]*sj)/(u[i]*cj - u[j]*ci)
    return wrap(np.arctan(tangent) + alpha/(6*k*r[j]**3))


k_small = 0.005
t_small = np.tan(atom_phase(k_small))/k_small
assert abs(t_small - (-A - np.pi*alpha*k_small/3)) < 0.01
p_small = atom_phase(k_small, 1)
p_born = np.pi*alpha*k_small**2/15
assert abs(p_small/p_born - 1) < 0.15

k_atom = first_zero(atom_phase, np.arange(0.02, 0.71, 0.02))
assert 0.1 < energy(k_atom)/E0 < 10


def cross_section(k):
    eta = [atom_phase(k), atom_phase(k, 1), np.pi*alpha*k*k/105]
    return 4*np.pi/k**2*sum((2*l+1)*np.sin(e)**2 for l, e in enumerate(eta))


minimum = minimize_scalar(cross_section, bounds=(0.04, 1.2*k_atom),
                          method="bounded", options={"xatol": 1e-5})
assert minimum.success and minimum.fun < 4*np.pi*A*A
k_min = minimum.x
p_zero = atom_phase(k_atom, 1)
sigma_p = 12*np.pi*np.sin(p_zero)**2/k_atom**2

temperature, atomic_mass_u = 300.0, 39.95
spread = np.sqrt(2*E0*sc.e*sc.k*temperature*sc.m_e
                 / (atomic_mass_u*sc.atomic_mass))/sc.e

print(f"input scattering length: {A:.2f} bohr")
print(f"input polarizability: {alpha:.1f} atomic units")
print(f"scattering length converted: {A*nm:.5f} nm")
print(f"polarization length beta: {np.sqrt(beta2_SI)*1e9:.5f} nm")
print(f"control ratio |A|/beta: {-A/beta:.4f} (no unit)")
print(f"estimated zero k0: {k0_SI*1e-9:.4f} nm^-1")
print(f"estimated zero energy E0: {E0:.4f} eV")
print(f"E0 converted: {E0*sc.e:.4e} J")
print(f"k0 times beta: {k0*beta:.4f} (no unit)")
print(f"integral for linear term: {integral:.7f} (no unit)")
print(f"linear coefficient, radial solution: {linear_number:.4f} bohr^2")
print(f"linear coefficient, formula: {-np.pi*alpha/3:.4f} bohr^2")
print(f"log coefficient, radial solution: {log_number:.3f} bohr^3")
print(f"log coefficient, formula: {log_formula:.3f} bohr^3")
print(f"root error at A=-0.04 bohr: {100*root_errors[0]:.3f} percent")
print(f"root error at A=-0.02 bohr: {100*root_errors[1]:.3f} percent")
for name, scale in (("bohr", 1.0), ("beta", beta)):
    fraction = log_formula*k0**2*np.log(k0*scale)/(-A)
    print(f"log term/(-A) at k0, scale {name}: {100*fraction:.1f} percent")
print(f"zero with log, scale bohr: {energy(k_log_bohr):.4f} eV")
print(f"zero with log, scale beta: {energy(k_log_beta):.4f} eV")
print(f"hard-core radius for same A: {core_radius(A)*nm:.5f} nm")
print(f"hard-core model zero: {energy(k_core):.4f} eV")
print(f"hard-core zero/E0: {energy(k_core)/E0:.3f} (no unit)")
print(f"HF ionization energy in exchange: {ionization*hartree_eV:.3f} eV")
print(f"argon-model polarization cutoff: {cutoff*nm:.5f} nm")
print(f"argon-model s-wave zero: {energy(k_atom):.4f} eV")
print(f"argon-model zero/E0: {energy(k_atom)/E0:.3f} (no unit)")
print(f"argon-model s phase at E0: {atom_phase(k0):.5f} rad")
print(f"argon-model p phase at s zero: {p_zero:.5f} rad")
print(f"p cross section at s zero: {sigma_p*area_unit:.4f} 1e-20 m^2")
print(f"p phase/leading law at small k: {p_small/p_born:.4f} (no unit)")
print(f"argon-model total minimum energy: {energy(k_min):.4f} eV")
print(f"minimum cross section: {minimum.fun*area_unit:.4f} 1e-20 m^2")
print(f"zero-energy cross section: {4*np.pi*A*A*area_unit:.4f} 1e-20 m^2")
print(f"gas temperature: {temperature:.0f} K")
print(f"atomic mass used for thermal spread: {atomic_mass_u:.2f} u")
print(f"thermal relative-energy spread at E0: {spread:.6f} eV")
print("every check passed")
```

Printed output:

```
input scattering length: -1.46 bohr
input polarizability: 11.1 atomic units
scattering length converted: -0.07726 nm
polarization length beta: 0.17630 nm
control ratio |A|/beta: 0.4382 (no unit)
estimated zero k0: 2.3736 nm^-1
estimated zero energy E0: 0.2146 eV
E0 converted: 3.4390e-20 J
k0 times beta: 0.4185 (no unit)
integral for linear term: 1.0471975 (no unit)
linear coefficient, radial solution: -11.6238 bohr^2
linear coefficient, formula: -11.6239 bohr^2
log coefficient, radial solution: 21.630 bohr^3
log coefficient, formula: 21.608 bohr^3
root error at A=-0.04 bohr: 1.067 percent
root error at A=-0.02 bohr: 0.544 percent
log term/(-A) at k0, scale bohr: -48.4 percent
log term/(-A) at k0, scale beta: -20.3 percent
zero with log, scale bohr: 0.1092 eV
zero with log, scale beta: 0.1478 eV
hard-core radius for same A: 0.08887 nm
hard-core model zero: 0.3104 eV
hard-core zero/E0: 1.446 (no unit)
HF ionization energy in exchange: 16.092 eV
argon-model polarization cutoff: 0.09726 nm
argon-model s-wave zero: 0.3123 eV
argon-model zero/E0: 1.455 (no unit)
argon-model s phase at E0: 0.02238 rad
argon-model p phase at s zero: 0.02454 rad
p cross section at s zero: 0.2769 1e-20 m^2
p phase/leading law at small k: 0.9851 (no unit)
argon-model total minimum energy: 0.3100 eV
minimum cross section: 0.3214 1e-20 m^2
zero-energy cross section: 7.5010 1e-20 m^2
gas temperature: 300 K
atomic mass used for thermal spread: 39.95 u
thermal relative-energy spread at E0: 0.000390 eV
every check passed
```
